# Referee comment: does a small T1 certify single-reference character?

## The argument under review

The manuscript stretches H$_2$ in a minimal basis and runs a coupled-cluster singles and doubles (CCSD) calculation at each distance. It then argues as follows:

> The T1 diagnostic is zero along the whole curve, well below our threshold of 0.02. The molecule is therefore a single-reference system at every distance, and a cheaper method built on the Hartree-Fock determinant, such as MP2, may be used.

The reported zeros are correct. The question is whether the conclusion follows from them, and that depends on what the singles amplitudes measure.

I use real orbitals, singlet states and Hartree atomic units. Indices $i,j$ denote occupied and $a,b$ virtual orbitals of a normalized closed-shell determinant $\Phi$. By "single-reference" I mean that one determinant dominates the state.

## What enters the diagnostic

Coupled-cluster theory writes $\Psi=e^{\hat T_1+\hat T_2+\cdots}\Phi$, where $\hat T_1$ makes single excitations, $\hat T_2$ double excitations, and so on. In the expansion of the exponential, the singly excited part is $\hat T_1\Phi$ alone, because $\hat T_1^2$ and $\hat T_2$ already excite two electrons. For the exact state, with $\langle\Phi|\Psi\rangle\neq0$,

$$
t_i^a=\frac{\langle\Phi_i^a|\Psi\rangle}{\langle\Phi|\Psi\rangle},
\qquad
\mathcal T_1=\left[\frac1N\sum_{ia}(t_i^a)^2\right]^{1/2}.
$$

Here $\Phi_i^a$ has one electron moved from $i$ to $a$ without a change of spin, and $N$ is the number of correlated electrons. In a singlet the amplitude is the same for both spins, and the sum runs over spatial orbitals. I write $\mathcal T_1$ for the diagnostic and $\hat T_1$ for the operator.

The effect of $\hat T_1$ can be found in closed form. For this step let the indices run over spin orbitals, so that $\hat T_1=\sum_{ia}t_i^a\,a_a^\dagger a_i$. The anticommutation rules give

$$
a_a^\dagger a_i a_j^\dagger
=\delta_{ij}a_a^\dagger-a_a^\dagger a_j^\dagger a_i
=\delta_{ij}a_a^\dagger+a_j^\dagger a_a^\dagger a_i ,
$$

and hence $[\hat T_1,a_j^\dagger]=\sum_a t_j^a a_a^\dagger$. A second commutator with $\hat T_1$ vanishes, because $a_i$ removes an occupied orbital and $a_a^\dagger$ creates a virtual one. The commutator series therefore stops:

$$
e^{\hat T_1}a_j^\dagger e^{-\hat T_1}
=a_j^\dagger+\sum_a t_j^a a_a^\dagger\equiv\tilde a_j^\dagger .
$$

Now write $\Phi$ as a product of creation operators on the vacuum and insert $e^{-\hat T_1}e^{\hat T_1}$ between neighbours. Since $\hat T_1$ annihilates the vacuum, $e^{\hat T_1}$ leaves it unchanged, and

$$
e^{\hat T_1}\Phi=\tilde a_1^\dagger\tilde a_2^\dagger\cdots\tilde a_N^\dagger|{\rm vac}\rangle .
$$

This is Thouless's relation. The result is again one determinant, in general not normalized, with relaxed orbitals $\tilde\phi_i=\phi_i+\sum_a t_i^a\phi_a$.

The operators in $\hat T_1$ and $\hat T_2$ create virtual orbitals and remove occupied ones. All these operators anticommute with one another, and each excitation contains an even number of them, so $\hat T_1$ and $\hat T_2$ commute. In the CCSD wavefunction,

$$
e^{\hat T_1+\hat T_2}\Phi=e^{\hat T_2}\left(e^{\hat T_1}\Phi\right).
$$

The singles change the determinant, and the doubles then act on the changed determinant. Moreover $a_i\tilde a_j^\dagger=\delta_{ij}-\tilde a_j^\dagger a_i$, so a double excitation replaces two relaxed orbitals by two virtual ones. The admixture of further determinants is the work of $\hat T_2$. A small $\hat T_1$ says that the relaxed orbitals $\tilde\phi_i$ differ little from the reference orbitals; it sets no limit on $\hat T_2$.

## Orbitals that make the singles vanish

The diagnostic can be removed by a choice of orbitals. Hold $\Psi$ fixed and vary the closed-shell determinant by $\phi_i\to\phi_i+\sum_a\kappa_{ia}\phi_a$, with small real $\kappa_{ia}$. Its norm does not change to first order. Each spatial orbital holds two electrons, whose contributions are equal in a singlet, so

$$
\delta\langle\Phi|\Psi\rangle
=2\sum_{ia}\kappa_{ia}\langle\Phi_i^a|\Psi\rangle .
$$

At the largest $|\langle\Phi|\Psi\rangle|$ this must vanish for every choice of $\kappa_{ia}$. If that overlap is nonzero, all $t_i^a$ are zero. Orbitals with this property are called Brueckner orbitals. The condition says that the overlap is stationary, not that it is large. The best available determinant may still be a poor description of the state.

Two electrons show this explicitly. Any singlet can be written

$$
\Psi=\sum_{pq}C_{pq}\,|p\!\uparrow q\!\downarrow\rangle,
\qquad C_{pq}=C_{qp},\qquad \sum_{pq}C_{pq}^2=1 .
$$

A real symmetric matrix can be diagonalized by an orthogonal change of orbitals. In the new orbitals, which are the natural orbitals,

$$
\Psi=\sum_k c_k\,|k\!\uparrow k\!\downarrow\rangle,
\qquad n_k=2c_k^2 .
$$

The occupation $n_k$ counts one electron of each spin, each with probability $c_k^2$. Take the orbital with the largest $|c_k|$, called orbital 1, as the reference. No term has one electron in orbital 1 and the other elsewhere, so $\mathcal T_1=0$ in any finite basis and at any distance, whatever the other occupations are.

Nor can a different determinant with one electron of each spin have a greater weight. If its orbitals have components $u_k$ and $v_k$, its squared overlap with $\Psi$ is

$$
\left(\sum_k c_k u_k v_k\right)^2
\le c_1^2\left(\sum_k|u_kv_k|\right)^2
\le c_1^2=\frac{n_1}{2}.
$$

The last inequality is the Cauchy-Schwarz inequality for normalized orbitals, and the choice $u_1=v_1=1$ reaches the limit.

The same representation shows what a nonzero $\mathcal T_1$ responds to. Tilt the reference slightly, to $w=\phi_1+\theta\phi_k$, and take the orthogonal orbital $w_\perp=\phi_k-\theta\phi_1$. To first order in $\theta$,

$$
t=\frac{w_\perp^{\mathsf T}Cw}{w^{\mathsf T}Cw}
=\frac{\theta c_k-\theta c_1}{c_1}
=-\theta\left(1-\frac{c_k}{c_1}\right).
$$

The amplitude is proportional to the misalignment $\theta$. Correlation changes the factor of proportionality, which lies between 0 and 2 because $|c_k|\le|c_1|$, but without misalignment there is no signal.

## Minimal-basis H$_2$

The manuscript's example has two orbitals, the bonding $g$ and the antibonding $u$, both fixed by inversion symmetry. A single excitation from $g$ to $u$ gives a state that is odd under inversion. The ground state is even and cannot contain it. With this symmetry-adapted reference, $\mathcal T_1=0$ at every finite distance, for a reason unrelated to the strength of correlation.

Two determinants remain, with both electrons in $g$ or both in $u$. Let $E_{gg}$ and $E_{uu}$ be their energies, $2D=E_{uu}-E_{gg}$, and $K=(gu|gu)>0$ the exchange integral that couples them. Write the unnormalized state as $|gg\rangle+t|uu\rangle$. Projecting the Schrödinger equation on each determinant gives

$$
E_{gg}+Kt=E,\qquad K+E_{uu}t=Et .
$$

Substituting the first equation into the second,

$$
K+2Dt-Kt^2=0,
\qquad
t=\frac{D-\sqrt{D^2+K^2}}{K}.
$$

The other root has a positive $t$ and a higher energy, since $E=E_{gg}+Kt$. As there are no singles, the quadratic is the CCSD doubles equation, and $t$ is its ground-state solution. The other root solves the CCSD equation as well, also with zero singles, and at large distance an iterative solver can converge to it (at 10 bohr it is $t=+1.0003$), so the sign of the amplitude should be checked. Normalization gives the weight of the reference and the occupation of the antibonding orbital:

$$
W=\frac1{1+t^2},\qquad n_u=\frac{2t^2}{1+t^2}.
$$

For $D\gg K$, expanding the square root gives $t\simeq-K/(2D)$, a weakly correlated pair. As the atoms separate, the overlap of their orbitals vanishes and $D\to0$ while $K$ stays finite. Then $t\to-1$, $W\to1/2$ and $n_u\to1$.

The physical meaning is seen with atomic orbitals $A$ and $B$. At large distance $g=(A+B)/\sqrt2$ and $u=(A-B)/\sqrt2$, so the spatial functions satisfy

$$
\frac{gg-uu}{\sqrt2}=\frac{AB+BA}{\sqrt2}.
$$

The second determinant cancels the ionic terms $AA$ and $BB$ and leaves one electron on each atom.

At 3.0 bohr the STO-3G basis gives $D=0.22679$ and $K=0.23512$ hartree, so

$$
t=\frac{0.22679-\sqrt{0.05143+0.05528}}{0.23512}=-0.425 .
$$

With $t^2=0.180$, the weight is $W=1/1.180=0.847$ and $n_u=0.361/1.180=0.306$. The rest of the curve follows in the same way:

| $R$ (bohr) | $t$ | $W$ | $n_u$ |
|---:|---:|---:|---:|
| 1.4 | −0.113 | 0.987 | 0.025 |
| 3.0 | −0.425 | 0.847 | 0.306 |
| 6.0 | −0.948 | 0.526 | 0.947 |
| 10.0 | −1.000 | 0.500 | 1.000 |

The computed $\mathcal T_1$ is zero to rounding error in every row. By the bound above, at 10 bohr no determinant with one electron of each spin has a weight appreciably above one half. This is the opposite of what the manuscript infers.

The symmetry explanation can be checked by removing the symmetry. In a uniform field of 0.02 atomic units along the bond, with Hartree-Fock orbitals optimized in the field, $\mathcal T_1$ at 3.0 bohr becomes 0.022. The selection rule also no longer protects the result if the reference orbitals themselves break inversion symmetry.

## Why the recommendation of MP2 fails

The manuscript might reply that its CCSD energies are accurate. They are, provided the iterations have reached the ground-state solution, but for two electrons this is no evidence of single-reference character. Singles and doubles are all the excitations there are, so CCSD can represent any state that overlaps with the reference. MP2 on the closed-shell (restricted) Hartree-Fock determinant, the case treated below, has no such protection.

The only excited determinant that contributes here is $uu$. Second-order perturbation theory divides the squared coupling by the difference of the zeroth-order energies, which are sums of orbital energies:

$$
E^{(2)}=\frac{K^2}{2\varepsilon_g-2\varepsilon_u}
=-\frac{K^2}{2(\varepsilon_u-\varepsilon_g)} .
$$

Let $h_g$ and $h_u$ be the one-electron energies, $J_{gg}=(gg|gg)$ and $J_{gu}=(gg|uu)$. The orbital energies are

$$
\varepsilon_g=h_g+J_{gg},\qquad
\varepsilon_u=h_u+2J_{gu}-K .
$$

At large $R$ the product $AB$ is negligible. The densities $g^2$ and $u^2$ both become $(A^2+B^2)/2$, while $gu$ becomes $(A^2-B^2)/2$. With $J_{AA}$ and $J_{AB}$ the repulsions on one atom and between the two atoms,

$$
J_{gg},J_{gu}\to\frac{J_{AA}+J_{AB}}2,
\qquad
K\to\frac{J_{AA}-J_{AB}}2 .
$$

Since $h_u-h_g\to0$, the gap tends to $2J_{gu}-K-J_{gg}\to J_{AB}\to1/R$. Therefore $E^{(2)}\to-K^2R/2$, which diverges because $K$ tends to the finite value $J_{AA}/2$.

At 10 bohr the gap is 0.1001 hartree and $K=0.3373$ hartree, so

$$
E^{(2)}=-\frac{(0.3373)^2}{2(0.1001)}=-0.568\ \text{hartree}.
$$

The restricted Hartree-Fock energy lies 0.337 hartree above the exact energy in this basis. The MP2 energy consequently lies $0.568-0.337=0.231$ hartree below it. At 6.0 bohr MP2 is still 0.035 hartree too high, so its error changes sign between these distances. A small MP2 error near the crossing would be a cancellation and no sign of a sound reference. The diagnostic gives no warning at any of these points. The divergence belongs to the restricted reference. A spin-unrestricted determinant with one electron on each atom brings the MP2 energy within 0.0002 hartree of the exact value at 6.0 and 10 bohr. That determinant is not a singlet, however, and by the bound above its weight in the exact state is still at most $n_1/2$, so its good energy does not make the state single-reference.

## Would a larger basis rescue the argument?

In a larger basis, orbitals of the same symmetry as $g$ are available and singles can appear. The cc-pVDZ basis allows one full-CI state to be described from three reference orbitals: the Hartree-Fock orbital, the dominant natural orbital, and the lowest orbital of the core Hamiltonian, which omits electron repulsion.

| Quantity | 1.4 bohr | 6.0 bohr |
|:---|---:|---:|
| $\mathcal T_1$, Hartree-Fock | 0.005 | 0.085 |
| $\mathcal T_1$, natural orbital | 0 | 0 |
| $\mathcal T_1$, core Hamiltonian | 0.127 | 0.012 |
| $n_1$ | 1.966 | 1.115 |
| $n_2$ | 0.020 | 0.885 |

Within a column the state is the same, and so are its natural occupations. At 1.4 bohr the best determinant has weight $1.966/2=0.983$, yet the core-Hamiltonian orbital gives a $\mathcal T_1$ of 0.127. A large value therefore does not prove multireference character either; here it reports an unsuitable orbital.

At 6.0 bohr the best weight is $1.115/2=0.558$. The Hartree-Fock reference now gives a value above the threshold, which is a useful warning. The natural orbital gives zero. The core-Hamiltonian orbital gives 0.012, which is also below the threshold, although its value was the largest of the three at 1.4 bohr. One strongly correlated state is thus accepted or rejected according to the orbitals used to describe it.

## A molecule with more electrons

Two-electron systems are special in that their natural orbitals remove the singles. The maximum-overlap argument is not restricted to them, and formaldehyde provides a test. I take the STO-3G basis, C–H distances of 2.1 bohr and an HCH angle of 120 degrees. The two core orbitals are frozen, and the other 12 electrons are treated by full CI in the remaining 10 orbitals. Repeated orbital relaxation with the exact singles then leads to Brueckner orbitals for the fixed full-CI state.

| Quantity | C–O 2.3 bohr | C–O 3.0 bohr |
|:---|---:|---:|
| $\mathcal T_1$, Hartree-Fock orbitals | 0.008 | 0.038 |
| $\mathcal T_1$, Brueckner orbitals | 0 | 0 |
| weight, Hartree-Fock | 0.907 | 0.761 |
| weight, Brueckner | 0.908 | 0.783 |
| $\pi^*$ natural occupation | 0.112 | 0.331 |

The zeros are numerical, below $10^{-9}$. The diagnostics in the table use full-CI amplitudes; CCSD with Hartree-Fock orbitals gives 0.010 and 0.043.

In the stretched molecule, Hartree-Fock orbitals give a warning and Brueckner orbitals remove it. The change of orbitals raises the weight of the reference only from 0.761 to 0.783. The $\pi^*$ occupation of 0.331 belongs to the state and is untouched. What has disappeared is the need for orbital relaxation, while the correlation of the $\pi$ electrons remains.

## What the manuscript can claim

The zeros support a narrower statement: in this basis and with this reference, the ground state contains no single excitations. A large $\mathcal T_1$ is a reason to examine the orbitals and the state more closely. A small one cannot close the question.

The manuscript's own CCSD output contains the missing evidence. At 6.0 bohr the doubles amplitude is $-0.95$, so the doubly excited determinant is almost as important as the reference. Doubles amplitudes should be reported beside $\mathcal T_1$. In larger systems the largest one needs some care, since a rotation among the virtual orbitals can spread the same total over several amplitudes.

Natural occupations do not depend on the reference when the state is exact. From an approximate calculation they inherit the errors of the method. If they indicate strongly fractional occupations, a calculation that treats the orbitals concerned on an equal footing is the appropriate check.

The weight of the leading determinant is informative for one small molecule but unsuitable for comparing systems of different size. For $m$ independent copies the weights multiply. Ten copies of formaldehyde at 2.3 bohr would have a weight of $0.908^{10}\approx0.38$, although each molecule is unchanged. The occupations of each copy stay the same. So does $\mathcal T_1$, because the sum of squared singles and $N$ both grow in proportion to $m$.

I therefore ask that the claim of single-reference character be withdrawn for the stretched molecule, together with the recommendation of restricted MP2 there. The numerical check accompanying this comment covers the orbital-relaxation relation, the H$_2$ formulas and the formaldehyde calculation.

## Values computed for the example and the checks

```
Thouless relation, largest deviation: 8.3e-17
H2, STO-3G: R/bohr, D/hartree, K/hartree, t
   1.4   0.78865   0.18126  -0.11344
   2.0   0.49158   0.20052  -0.19611
   3.0   0.22679   0.23512  -0.42482
   4.0   0.10103   0.26513  -0.68909
   6.0   0.01612   0.30402  -0.94838
  10.0   0.00011   0.33730  -0.99967
H2, STO-3G: R/bohr, gg weight, n_u, T1
   1.4   0.98730   0.02541   9.4e-17
   2.0   0.96296   0.07407   5.5e-19
   3.0   0.84712   0.30576   4.6e-16
   4.0   0.67804   0.64392   2.0e-15
   6.0   0.52648   0.94705   2.5e-15
  10.0   0.50016   0.99967   9.1e-18
H2, STO-3G: R/bohr, RHF error, MP2 error, gap (hartree)
   1.4   0.02056   0.00740   1.24847
   2.0   0.03933   0.01667   0.88740
   3.0   0.09988   0.04830   0.53583
   4.0   0.18270   0.08107   0.34584
   6.0   0.28833   0.03532   0.18266
  10.0   0.33719  -0.23105   0.10011
H2 at 3.0 bohr in field 0.02 a.u.: T1 = 0.02216
H2, cc-pVDZ: R/bohr, T1(HF), T1(natural), T1(core H)
   1.4   0.00516   1.6e-16   0.12705
   6.0   0.08539   3.2e-16   0.01168
H2, cc-pVDZ: R/bohr, two largest natural occupations
   1.4   1.96643   0.02045
   6.0   1.11544   0.88455
H2CO, STO-3G, C-H 2.1 bohr, HCH 120 degrees, 12 electrons
 C-O distance 2.3 bohr, full-CI energy -112.498763 hartree
  T1, HF orbitals: full CI 0.00810, CCSD 0.00951
  T1, Brueckner orbitals, full CI: 1.5e-10
  reference weight: HF 0.90709, Brueckner 0.90841
  natural occupations 6 and 7 (pi*): 1.89129, 0.11239
 C-O distance 3.0 bohr, full-CI energy -112.436066 hartree
  T1, HF orbitals: full CI 0.03834, CCSD 0.04279
  T1, Brueckner orbitals, full CI: 2.5e-10
  reference weight: HF 0.76148, Brueckner 0.78332
  natural occupations 6 and 7 (pi*): 1.67145, 0.33059
```
